# Why adaptive refinement can lose to a uniform grid

## Definitions and conventions

Consider a chain with one orbital per cell. Let $\theta$ be the wave number times the lattice constant, so that the Brillouin zone is $0\le\theta<2\pi$. The band energy is $-2t\cos\theta$ with $t>0$. The local Green function at the complex energy $z=\omega+i\eta$, $\eta>0$, is the zone average

$$G=\frac1{2\pi}\int_0^{2\pi}f(\theta)\,d\theta,\qquad f(\theta)=\frac1{z+2t\cos\theta}.$$

The energy $\omega$ lies inside the band, $|\omega|<2t$. Energies are in hartree, errors are relative to $|G|$ unless stated otherwise, and cost is the number of evaluations of $f$.

Two ways of spending evaluations are compared. A uniform grid uses $N$ equally spaced points of equal weight. An adaptive method divides the zone into panels, applies a Gauss rule with a fixed number $m$ of nodes in each, and bisects the panels that look worst. When $\eta$ is small compared with $t$, $f$ is large only near two points of the zone, and adaptivity seems the obvious choice. Whether it is depends on what bisection destroys.

## The width of the feature

Put $w=e^{i\theta}$. Then $2\cos\theta=w+1/w$ and

$$f=\frac{w}{tw^2+zw+t}=\frac{w}{t(w-\lambda)(w-1/\lambda)},\qquad \lambda+\frac1\lambda=-\frac zt .$$

The two roots have product 1. Neither lies on the unit circle, because there $w+1/w$ is real while $z$ is not. Let $\lambda$ be the root with $|\lambda|<1$.

Because $f$ is even, its Fourier coefficients satisfy $c_n=c_{-n}$. For $n\ge0$, using $d\theta=dw/(iw)$,

$$c_{-n}=\frac1{2\pi}\int_0^{2\pi} f e^{in\theta}d\theta=\frac1{2\pi i}\oint\frac{w^n\,dw}{t(w-\lambda)(w-1/\lambda)}=\frac{\lambda^n}{t(\lambda-1/\lambda)} .$$

The case $n=0$ gives $G=1/[t(\lambda-1/\lambda)]$, hence

$$c_n=G\lambda^{|n|}.$$

Write $\lambda=e^{i(\theta_0+ia)}$, so that $a=-\ln|\lambda|>0$. Then $f$ has a pole at $\theta_0+ia$ and, by evenness, one at $-\theta_0-ia$. The pole condition $z=-2t\cos(\theta_0+ia)$ has the imaginary part $\eta=2t\sin\theta_0\sinh a$, so $\sin\theta_0>0$ and we may take $0<\theta_0<\pi$. Its real part is $\omega=-2t\cos\theta_0\cosh a$. The real part gives $4t^2\sin^2\theta_0=4t^2-\omega^2/\cosh^2a$. For $a$ small compared with $\sin\theta_0$, which at given $\eta$ excludes $\omega$ close to a band edge, the two conditions give

$$a\simeq\frac{\eta}{v},\qquad v=2t\sin\theta_0\simeq\sqrt{4t^2-\omega^2}.$$

Thus $a$ is the broadening divided by the band slope. Near $\theta_0$ the imaginary part of $f$ is a Lorentzian of half-width $a$. The same number measures how sharp the peak is and how fast the Fourier coefficients decay.

## What the uniform grid gains from periodicity

On the points $\theta_j=2\pi j/N$, the average of $e^{in\theta_j}$ is 1 if $n$ is a multiple of $N$ and 0 otherwise. The grid average is therefore

$$Q_N=\sum_{l=-\infty}^{\infty}c_{lN}=G\Big(1+2\sum_{l\ge1}\lambda^{lN}\Big),\qquad \frac{Q_N}{G}-1=\frac{2\lambda^N}{1-\lambda^N}.$$

Every harmonic that is not a multiple of $N$ cancels completely around the zone. For small $\lambda^N$ the error has modulus $2e^{-aN}$, and a tolerance $\varepsilon$ requires

$$N\simeq\frac{\ln(2/\varepsilon)}{a}.\tag{1}$$

Accuracy is cheap, since $\varepsilon$ enters through a logarithm. Narrow features are expensive, since $a$ enters as $1/a$.

## Equal panels keep the cancellation

It is tempting to blame the local polynomial rule for the loss of this cancellation, but the rule alone is not at fault. Divide the zone into $M$ equal panels of width $h=2\pi/M$, with nodes $h(j+x_i)$, $0<x_i<1$, and weights $w_i$ summing to 1. For fixed $i$ the nodes form a uniform grid of $M$ points, shifted by $hx_i$. The composite rule is a weighted average of $m$ such grids. The shift multiplies harmonic $lM$ by $e^{ilMhx_i}=e^{2\pi ilx_i}$. Since $c_{lM}=c_{-lM}=G\lambda^{|l|M}$, the phases of $l$ and $-l$ add to $2\cos(2\pi lx_i)$, and the weighted sum over $i$ gives

$$\frac{Q}{2\pi G}-1=2\sum_{l\ge1}S_l\lambda^{lM},\qquad S_l=\sum_iw_i\cos(2\pi lx_i),$$

where $Q$ now approximates the integral $I=2\pi G$.

Convergence is still exponential. With $N=mM$ evaluations the leading error is $2|S_1|e^{-aN/m}$, so the asymptotic rate per evaluation is lower by the factor $m$. The prefactor softens this: $S_1$ is 0.24 for $m=2$ and 0.0011 for $m=4$. The $l=1$ term dominates only once $e^{-aM}\ll|S_1/S_2|$. For $m=4$, $|S_2|\simeq0.13$, so on coarser meshes the higher harmonics set the error.

## Unequal panels lose it

First we need the error of one panel with centre $c$ and width $h$. An $m$-node Gauss rule integrates polynomials up to degree $2m-1$ exactly, so the first Taylor term that matters is $f^{(2m)}(c)(\theta-c)^{2m}/(2m)!$. Let $p_m$ be the Legendre polynomial of the panel, scaled to leading coefficient 1. The difference $(\theta-c)^{2m}-p_m^2$ has degree below $2m$ and is integrated exactly. The rule gives zero for $p_m^2$, because $p_m$ vanishes at the nodes. The integral minus the rule for $(\theta-c)^{2m}$ is therefore $\int p_m^2\,d\theta$.

On $[-1,1]$ the usual Legendre polynomial has squared norm $2/(2m+1)$ and leading coefficient $(2m)!/[2^m(m!)^2]$. Dividing the norm by the square of this coefficient and rescaling by $(h/2)^{2m+1}$ gives

$$\int p_m^2\,d\theta=K_mh^{2m+1},\qquad K_m=\frac{(m!)^4}{(2m+1)[(2m)!]^2}.$$

With $C_m=K_m/(2m)!$, the panel error is $Q-I=-C_mh^{2m+1}f^{(2m)}(c)$ to leading order. The next Taylor term is odd about $c$ and contributes nothing.

Now add the panels of equal width $h$ on a stretch $[\alpha,\beta]$. The sum $h\sum_cf^{(2m)}(c)$ is a midpoint rule for $\int_\alpha^\beta f^{(2m)}d\theta$, with an error of order $h^2$. Hence

$$Q-I=-C_mh^{2m}\big[f^{(2m-1)}(\beta)-f^{(2m-1)}(\alpha)\big]+O(h^{2m+2}).$$

If the stretch is the whole zone, the bracket vanishes by periodicity. If the width is $h/2$ on $[\alpha,\beta]$ and $h$ on the rest, the brackets of the two stretches are $J=f^{(2m-1)}(\beta)-f^{(2m-1)}(\alpha)$ and $-J$, but their prefactors differ:

$$Q-I\simeq-C_m\Big[\Big(\frac h2\Big)^{2m}J-h^{2m}J\Big]=C_mh^{2m}(1-2^{-2m})J.\tag{2}$$

This is the mechanism. Each stretch leaves end terms that its neighbour would cancel if it had the same width. A change of width leaves a remainder, and at fixed $m$ it falls only as a power of $h$.

There is an exception. If the widths change only at $\theta=0$ and $\theta=\pi$, where $f$ is even, all odd derivatives vanish there and $J=0$. More fully, each half zone together with its mirror image forms an equal mesh of the whole zone, so its error is half that of the equal mesh. Convergence is again exponential, governed by the coarser half.

For $t=0.05$, $\omega=0.06$ and $\eta=0.05$ hartree, the pole lies at height $a=0.556$ (too large here to be read as a Lorentzian half-width). With $m=2$ the relative errors are:

| Evaluations | Uniform | Equal panels | Unequal, joined at $\pi/2,\,3\pi/2$ | Unequal, joined at $0,\,\pi$ |
|---|---|---|---|---|
| 24 | 3.2e-6 | 6.1e-4 | 4.2e-4 | 2.9e-3 |
| 48 | 5.3e-12 | 7.8e-7 | 2.6e-5 | 3.3e-5 |
| 96 | roundoff | 1.3e-12 | 1.7e-6 | 4.6e-9 |
| 192 | roundoff | roundoff | 1.1e-7 | roundoff |

The equal-panel entry at 48 evaluations can be checked by hand. There $M=24$, and $2\times0.2406\,e^{-0.5555\times24}=7.8\times10^{-7}$. In the fourth column the last doubling reduces the error by a factor of 16, as $h^4$ requires, and (2) gives the same values to the digits shown in the last two rows. At 24 evaluations the unequal mesh is slightly better than the equal one. The loss concerns convergence, not every coarse mesh.

The power law also belongs to fixed order. The Gauss weights are positive, so a panel error is at most twice the panel width times the best uniform approximation error by polynomials of degree $2m-1$. For a function analytic on the closed panel this approximation error falls geometrically with $m$. On 12 unequal panels, raising $m$ through 2, 4, 6, 8 lowers the relative error through 4.2e-4, 1.8e-7, 5.7e-10 and 7.1e-13. A method that raises the order as well as splitting panels is outside the argument below.

## The best that refinement can do

To find what unequal panels buy in return, let the local width be $h(\theta)$. The number of panels is $P=\int d\theta/h$, and the sum of the moduli of the panel errors is

$$E=C_m\int h^{2m}|f^{(2m)}|\,d\theta .$$

An adaptive method controls an estimate of such a sum. The signed error can be smaller. In terms of the panel density $n=1/h$, the integrand of $E$ is proportional to $n^{-2m}$, which is convex, so a stationary point at fixed $P=\int n\,d\theta$ is a minimum. With a Lagrange multiplier, stationarity requires $n^{-2m-1}|f^{(2m)}|$ to be constant. All panels then carry the same error, $h^{2m+1}|f^{(2m)}|=\text{const}$.

Suppose that $a$ is small and that $\theta_0$ is not close to 0 or $\pi$. Keep only the nearer pole $\theta_p$, at distance $\rho(\theta)=|\theta-\theta_p|$. With residue $R$,

$$|f^{(2m)}|\simeq\frac{(2m)!\,|R|}{\rho^{2m+1}},\qquad\text{so}\qquad h=\kappa\rho$$

with constant $\kappa$: the panels should widen in proportion to the distance from the pole. The residue has modulus $|R|=1/|2t\sin\theta_p|$. Since $\lambda-1/\lambda=2i\sin\theta_p$ for $\theta_p=\theta_0+ia$, this equals $|G|$.

Define $L=\int d\theta/\rho$ over the zone. Its two mirror-image halves contribute equally:

$$L=2\Big[\operatorname{arsinh}\frac{\theta_0}{a}+\operatorname{arsinh}\frac{\pi-\theta_0}{a}\Big].$$

Then $P=L/\kappa$ and $E=K_m|G|\kappa^{2m}L$. Setting $E=2\pi|G|\varepsilon$ and eliminating $\kappa$ gives

$$\varepsilon=\frac{K_m}{2\pi}\frac{L^{2m+1}}{P^{2m}},\qquad P=L\Big(\frac{K_mL}{2\pi\varepsilon}\Big)^{1/2m}.\tag{3}$$

This is a leading-order law for small $\kappa$. For small $a$, $\operatorname{arsinh}(x/a)\simeq\ln(2x/a)$, so $L$ grows by $4\ln10\simeq9.2$ for each decade in $a$.

Equations (1) and (3) have opposite strengths. The uniform grid pays $1/a$ for sharpness and a logarithm for accuracy. The adaptive mesh pays roughly a logarithm for sharpness and the power $\varepsilon^{-1/2m}$ for accuracy. At fixed $a$ and $m$, a tight enough tolerance favours the uniform grid, although at high order it can lie below double-precision roundoff: for $a=0.0624$, $\theta_0=2.21$ and $m=8$, the count $mP$ from (3) overtakes $N$ from (1) only near $\varepsilon\approx4\times10^{-23}$. At fixed $\varepsilon$ and $m$, a narrow enough feature favours adaptivity.

## Where the costs cross

Keep $t$ and $\omega$, so that $v=0.08$ hartree, and require $\varepsilon=10^{-8}$. At $\eta=0.005$ hartree, $a=0.0624$. Equation (1) gives $19.11/0.0624\simeq306$, and direct search finds 307 points.

For $m=4$, $K_4=24^4/(9\times40320^2)=2.27\times10^{-5}$, and $L=15.31$. The bracket in (3) is about 5500, its eighth root is 2.94, and $P\simeq45$. Greedy bisection stops with 53 panels. It can only approximate the ideal grading, because its widths are restricted to $\pi$ divided by powers of two.

A fair comparison must say who pays for the error estimate. In the self-stopping account, the uniform grid is doubled until two successive results agree, and its nested points are reused. Bisection compares each panel with its two halves. The two starting panels and their halves cost $6m$ evaluations, and each bisection adds four new half-panels, costing $4m$. With $P$ panels at the end the total is $6m+4m(P-2)=m(4P-2)$, here $4\times210=840$. In the lenient account the true error is known to both methods: the uniform grid pays for the smallest $N$ that meets the tolerance, and bisection pays only for the nodes on its final half-panels when that error first meets the tolerance. This is not the least an adaptive mesh can cost, because the panels come in equal pairs: at $\eta=0.005$ hartree the 53 undivided panels hold $4\times53=212$ nodes and already meet the tolerance, while the half-panel count is 240.

Each entry below gives the lenient count, then the self-stopping count.

| $\eta$ (hartree) | $a$ | Uniform | Adaptive, $m=4$ | Adaptive, $m=8$ |
|---|---|---|---|---|
| 0.05 | 0.556 | 35 / 128 | 96 / 328 | 64 / 176 |
| 0.02 | 0.244 | 79 / 256 | 128 / 520 | 128 / 368 |
| 0.01 | 0.124 | 154 / 512 | 176 / 696 | 144 / 432 |
| 0.005 | 0.0624 | 307 / 1024 | 240 / 840 | 192 / 560 |
| 0.001 | 0.0125 | 1530 / 4096 | 328 / 1272 | 256 / 784 |
| 0.00001 | 0.000125 | 152911 / 524288 | 576 / 2520 | 544 / 1520 |

For the broadest feature the uniform grid wins in both accounts, when like is compared with like. Among the listed broadenings, adaptivity with $m=4$ first wins at $\eta=0.005$ hartree (0.14 eV), where $a$ is 1.0% of the zone length $2\pi$. With $m=8$ it first wins at 0.01 hartree (0.27 eV), or 2.0% of the zone. Both accounts give the same brackets for this way of counting, but the brackets move with the bookkeeping. At $\eta=0.01$ hartree and $m=4$, the undivided panels of the bisected mesh meet the tolerance with 148 nodes and (3) gives $mP\simeq144$, both below the 154 uniform points, so a leaner count puts the $m=4$ crossover at 0.01 hartree. The percentages fix the scale of the crossover to about a factor of two, no better. The self-stopping crossover is coarse, because the uniform count moves in factors of two.

These percentages belong to this tolerance. By (3), dividing $\varepsilon$ by $2^{2m}=256$ doubles the number of panels for $m=4$. By (1), it adds only $8\ln2/a\simeq89$ uniform points at $\eta=0.005$ hartree. From $\varepsilon=10^{-8}$ the program finds 53, 105 and 209 panels at successive steps, against 307, 396 and 485 uniform points.

At $\varepsilon=6.6\times10^{-4}$ adaptivity wins by 80 evaluations to 129 in the lenient account. At $1.5\times10^{-13}$ it loses by 720 to 485, and by 3336 to 1024 when both methods stop themselves. The lenient adaptive counts do not double as regularly as the panels: over five tolerances from $6.6\times10^{-4}$ to $1.5\times10^{-13}$, each 256 times tighter than the last, they are 80, 112, 240, 408 and 720. Equation (3) makes no direct prediction for them. It concerns the sum of moduli on an optimal mesh, whereas these counts are fixed by the signed error on the half-panels of the bisected mesh.

The choice therefore depends on $\eta/v$, the tolerance and the order together. The number of panels in (3) also depends on the position $\theta_0$ of the peak through $L$, while the lenient counts, fixed by the signed error, need not follow $L$. The counts and crossovers above belong to $\omega=0.06$ hartree and to this bisection scheme with its error estimate by halving; an estimate that reuses nodes, as Gauss–Kronrod rules do, gives other self-stopping counts. These counts are for a one-dimensional zone and do not carry over unchanged to two or three dimensions. The numerical check below tests the alias formulas, the junction error (2), the optimal grading near an isolated pole and the cost laws against direct computation.

## Calculated quantities

```
hopping t = 0.05 hartree, omega = 0.06 hartree, v = 0.0800 hartree
eta = 0.05 hartree: a = 0.5555 rad, G = 2.8209 -9.2308i 1/hartree
alias factor S_1 of the 2-node Gauss panel = 2.406e-01
alias factor S_1 of the 4-node Gauss panel = 1.068e-03
relative errors, eta = 0.05 hartree, 2-node Gauss panels (floor ~1e-16)
nodes uniform  equal    unequal  (law)    unequal, mirror joints
   24 3.24e-06 6.10e-04 4.17e-04 4.33e-04 2.86e-03
   48 5.26e-12 7.80e-07 2.64e-05 2.71e-05 3.32e-05
   96 2.39e-16 1.26e-12 1.69e-06 1.69e-06 4.58e-09
  192 2.39e-16 3.73e-16 1.06e-07 1.06e-07 5.55e-16
  384 3.77e-16 3.33e-16 6.61e-09 6.61e-09 3.51e-16
12 unequal panels, relative error at m = 2, 4, 6, 8: 4.2e-04 1.8e-07 5.7e-10 7.1e-13
single pole, height 0.01 rad, 60 panels, m = 4, summed panel errors:
  width exponent 0.8: 5.07e-09, 1.0: 4.72e-10, 1.2: 6.51e-09 ; law 4.75e-10
evaluations for relative error 1e-08; eta in hartree, a in rad
(min, bare: true error known; dbl, tot: self-stopping)
eta      a        unif-min unif-dbl m4-tot m4-bare m8-tot m8-bare
0.05000  0.555517       35      128    328      96    176      64
0.02000  0.243661       79      256    520     128    368     128
0.01000  0.124148      154      512    696     176    432     144
0.00500  0.062391      307     1024    840     240    560     192
0.00200  0.024993      765     2048   1096     280    688     224
0.00100  0.012499     1530     4096   1272     328    784     256
0.00010  0.001250    15292    32768   1832     512   1136     384
0.00001  0.000125   152911   524288   2520     576   1520     544
panels at self-stop, m = 4, against the optimal-mesh law
  eta 0.00500 hartree: L = 15.31, bisection 53, optimal law 45.0
  eta 0.00200 hartree: L = 18.97, bisection 69, optimal law 57.2
  eta 0.00100 hartree: L = 21.74, bisection 80, optimal law 66.7
  eta 0.00010 hartree: L = 30.95, bisection 115, optimal law 99.2
  eta 0.00001 hartree: L = 40.16, bisection 158, optimal law 133.0
m=4 self-stopping: adaptive wins from eta = 0.005 hartree (0.1361 eV), a/2pi = 0.00993
m=4 true error known: adaptive wins from eta = 0.005 hartree (0.1361 eV), a/2pi = 0.00993
m=8 self-stopping: adaptive wins from eta = 0.01 hartree (0.2721 eV), a/2pi = 0.01976
m=8 true error known: adaptive wins from eta = 0.01 hartree (0.2721 eV), a/2pi = 0.01976
eta = 0.005 hartree, m = 4; 8 ln2 / a = 88.9 points
tolerance unif-min unif-dbl m4-tot m4-bare panels
6.55e-04       129      512    216      80     14
2.56e-06       218      512    456     112     29
1.00e-08       307     1024    840     240     53
3.91e-11       396     1024   1672     408    105
1.53e-13       485     1024   3336     720    209
```
